# Resolving steady heat current by frequency from force-velocity correlations: verification in Python

```python
"""
Spectral heat current from force-velocity correlations in a classical steady state.

Result under test, for a plane with sides L and R:
  C(tau) = sum over crossing pairs of <F_ji(t+tau) (v_i(t)+v_j(t))/2>
  q(w)   = (1/pi) Re integral exp(i w tau) C(tau) dtau,   J = integral_0^inf q dw
and, for a harmonic system with one bath on each side,
  q(w) = kB (T_L - T_R) Tr[Gam_L G Gam_R G^+] / (2 pi).
F_ji: force on atom j (in R) from atom i (in L); v: velocity; J: current L to R;
G: Green function; Gam = 2 w friction for Langevin baths.
Reduced units: mass m, spring k, frequency w0 = sqrt(k/m), energy eps = k a^2,
with a the length unit; temperatures mean kB T / eps.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, cumulative_trapezoid
from scipy.linalg import solve_continuous_lyapunov

N_ATOMS = 8
MASS = np.array([1.0] * 4 + [2.0] * 4)
FRICTION = 1.0
T_HOT, T_COLD = 1.5, 0.5
DELTA_T = T_HOT - T_COLD
PLANES = (2, 6)                      # number of atoms to the left of the plane
EDGES = np.array([0.0, 0.5, 1.0, 1.5, 2.0, np.inf])


def stiffness(n, second=0.0):
    """Unit nearest-neighbour springs, fixed walls, optional second neighbours."""
    K = 2.0 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    for i in range(n - 2):
        K[i, i] += second
        K[i + 2, i + 2] += second
        K[i, i + 2] -= second
        K[i + 2, i] -= second
    return K


def transmission(K, mass, fric_left, fric_right, omegas):
    """Trace formula with Langevin baths of given friction on each atom."""
    w = np.asarray(omegas, dtype=float)[:, None, None]
    inverse = w**2 * np.diag(mass) - K + 1j * w * np.diag(fric_left + fric_right)
    G2 = np.abs(np.linalg.inv(inverse))**2
    return 4 * w[:, 0, 0]**2 * np.einsum('i,wij,j->w', fric_right, G2, fric_left)


def end_friction(n):
    left, right = np.zeros(n), np.zeros(n)
    left[0] = right[-1] = FRICTION
    return left, right


def steady_state(K, mass):
    """Drift matrix and exact covariance of (displacements, velocities)."""
    n = len(mass)
    left, right = end_friction(n)
    A = np.block([[np.zeros((n, n)), np.eye(n)],
                  [-K / mass[:, None], -np.diag((left + right) / mass)]])
    noise = 2 * (left * T_HOT + right * T_COLD) / mass**2
    D = np.diag(np.concatenate([np.zeros(n), noise]))
    return A, solve_continuous_lyapunov(A, -D)


def correlation_spectrum(K, mass, plane, omegas, reach=99):
    """q(w) by time quadrature of the force-velocity correlation; also C(0)."""
    n = len(mass)
    A, cov = steady_state(K, mass)
    pair = np.zeros((2 * n, 2 * n))
    for i in range(plane):
        for j in range(plane, n):
            if K[i, j] != 0 and j - i <= reach:
                force, vel = np.zeros(2 * n), np.zeros(2 * n)
                force[i], force[j] = -K[i, j], K[i, j]
                vel[n + i] = vel[n + j] = 0.5
                pair += np.outer(vel, force) + np.outer(force, vel)
    rates, V = np.linalg.eig(A)
    assert rates.real.max() < 0      # every mode is damped
    weights = np.diag(np.linalg.solve(V, cov @ pair @ V))
    t_max = 25 / (-rates.real.max())
    times = np.linspace(0, t_max, 2 * int(t_max / 0.08) + 1)
    both_sides = np.zeros(len(times))            # C(tau) + C(-tau)
    for rate, weight in zip(rates, weights):
        both_sides += (weight * np.exp(rate * times)).real
    q = [simpson(np.cos(w * times) * both_sides, x=times) / np.pi for w in omegas]
    return np.array(q), both_sides[0] / 2


def run_md(beta, seed, replicas=400, dt=0.05, burn=6000, samples=8192, every=4):
    """Langevin dynamics; bond energy r^2/2 + beta r^4/4. Band currents per replica."""
    rng = np.random.default_rng(seed)
    U = np.zeros((N_ATOMS + 2, replicas))        # first and last rows are the walls
    V = rng.standard_normal((N_ATOMS, replicas)) / np.sqrt(MASS)[:, None]
    kick = 0.5 * dt / MASS[:, None]
    acc = np.zeros_like(V)
    half = 0.5 * dt
    c0, c1 = np.exp(-FRICTION * dt / MASS[0]), np.exp(-FRICTION * dt / MASS[-1])
    s0 = np.sqrt(T_HOT / MASS[0] * (1 - c0**2))
    s1 = np.sqrt(T_COLD / MASS[-1] * (1 - c1**2))
    force = np.zeros((2, samples, replicas))
    vel = np.zeros((2, samples, replicas))
    heat = np.zeros(replicas)
    for step in range(burn + samples * every):
        V += acc
        U[1:-1] += half * V
        xi = rng.standard_normal((2, replicas))
        old = V[0].copy()
        V[0] = c0 * old + s0 * xi[0]
        V[-1] = c1 * V[-1] + s1 * xi[1]
        U[1:-1] += half * V
        r = U[1:] - U[:-1]
        tension = r * (1 + beta * r * r) if beta else r
        acc = (tension[1:] - tension[:-1]) * kick
        V += acc
        if step >= burn:
            heat += 0.5 * MASS[0] * (V[0] * 0 + (c0 * old + s0 * xi[0])**2 - old**2)
            if (step - burn) % every == 0:
                k = (step - burn) // every
                for a, p in enumerate(PLANES):
                    force[a, k] = -tension[p]
                    vel[a, k] = 0.5 * (V[p - 1] + V[p])
    omega = 2 * np.pi * np.fft.rfftfreq(samples, dt * every)
    weight = np.full(len(omega), 2.0)
    weight[0] = weight[-1] = 1.0
    bands = np.zeros((2, len(EDGES) - 1, replicas))
    for a in range(2):
        cross = np.fft.rfft(force[a], axis=0) * np.conj(np.fft.rfft(vel[a], axis=0))
        cross = cross.real * weight[:, None] / samples**2
        for b in range(len(EDGES) - 1):
            inside = (omega >= EDGES[b]) & (omega < EDGES[b + 1])
            bands[a, b] = cross[inside].sum(axis=0)
    direct = (force * vel).mean(axis=1)
    assert np.allclose(bands.sum(axis=1), direct, atol=1e-10)
    return bands, heat / (samples * every * dt)


def mean_err(x):
    return x.mean(axis=-1), x.std(axis=-1, ddof=1) / np.sqrt(x.shape[-1])


def band_name(b):
    return f"{EDGES[b]:.1f}-{EDGES[b + 1]:.1f}"


# --- harmonic chain: time correlations against the trace formula ---
K = stiffness(N_ATOMS)
left, right = end_friction(N_ATOMS)
probe = np.array([0.3, 0.6, 0.9, 1.2, 1.6])
trans = transmission(K, MASS, left, right, probe)
print(f"chain: {N_ATOMS} atoms, masses (m): {MASS}")
print(f"end friction {FRICTION} sqrt(k m); kT hot {T_HOT}, cold {T_COLD} eps")
spectra = []
for plane in range(1, N_ATOMS):
    q, current = correlation_spectrum(K, MASS, plane, probe)
    assert np.allclose(q, DELTA_T * trans / (2 * np.pi), atol=1e-5)
    spectra.append(q)
print("w (w0) | transmission | q from correlation (eps) | q Landauer (eps)")
for w, t, q in zip(probe, trans, spectra[3]):
    print(f"  {w:.1f}  {t:.6f}  {q:.6f}  {DELTA_T * t / (2 * np.pi):.6f}")
print(f"largest spread of q over all 7 planes: {np.ptp(spectra, axis=0).max():.1e} eps")

grid = np.linspace(0, 4, 16001)
q_grid = DELTA_T * transmission(K, MASS, left, right, grid) / (2 * np.pi)
cumulative = cumulative_trapezoid(q_grid, grid, initial=0)
J_landauer = cumulative[-1]
_, cov = steady_state(K, MASS)
J_bath = FRICTION * (T_HOT / MASS[0] - cov[N_ATOMS, N_ATOMS])
assert abs(J_landauer - current) < 1e-6 and abs(J_landauer - J_bath) < 1e-6
print(f"J: integral {J_landauer:.6f}, C(0) {current:.6f}, hot bath {J_bath:.6f} eps w0")

# --- all pairs that cross the plane are needed ---
K2 = stiffness(N_ATOMS, second=0.3)
full, _ = correlation_spectrum(K2, MASS, 4, probe)
near, _ = correlation_spectrum(K2, MASS, 4, probe, reach=1)
target = DELTA_T * transmission(K2, MASS, left, right, probe) / (2 * np.pi)
assert np.allclose(full, target, atol=1e-5)
assert np.abs(near - target).max() > 0.05 * target.max()
print("second-neighbour springs 0.3 k, plane after atom 4, w = 0.6 w0:")
print(f"  q all pairs {full[1]:.6f}, nearest only {near[1]:.6f}, "
      f"Landauer {target[1]:.6f} eps")

# --- mass defect: thermostats against ideal leads ---
DEFECT = 3.0
w_lead = np.array([0.5, 1.0, 1.5])
phase = 2 * np.arcsin(w_lead / 2)
G_site = 1 / (DEFECT * w_lead**2 - 2 + 2 * np.exp(1j * phase))
ideal = (2 * np.sin(phase))**2 * np.abs(G_site)**2
scattering = 1 / (1 + (DEFECT - 1)**2 * np.tan(phase / 2)**2)
assert np.allclose(ideal, scattering, rtol=1e-10)


def defect_chain(side):
    mass = np.ones(2 * side + 1)
    mass[side] = DEFECT
    return stiffness(2 * side + 1), mass


SIDE, RAMP_TOP = 400, 0.1
K_long, m_long = defect_chain(SIDE)
ramp = np.zeros(2 * SIDE + 1)
ramp[:SIDE] = RAMP_TOP * ((SIDE - np.arange(SIDE)) / SIDE)**2
graded = transmission(K_long, m_long, ramp, ramp[::-1], w_lead)
K_short, m_short = defect_chain(4)
point = transmission(K_short, m_short, *end_friction(9), w_lead)
assert np.allclose(graded, scattering, atol=2e-3)
assert np.abs(point - scattering).max() > 0.05
print(f"defect mass {DEFECT} m; graded baths: {SIDE} atoms a side, "
      f"top friction {RAMP_TOP} sqrt(k m)")
print("point baths: end atoms of a 9-atom chain, friction 1 sqrt(k m)")
print("w (w0) | transmission: ideal leads | graded baths | point baths")
for row in zip(w_lead, scattering, graded, point):
    print("  {:.1f}  {:.5f}  {:.5f}  {:.5f}".format(*row))

# --- total derivative: zero mean work, nonzero spectrum for a nonlinear force ---
t = 2 * np.pi * np.arange(256) / 256
x = np.cos(t) + 0.5 * np.cos(2 * t + np.pi / 2)
x_dot = -np.sin(t) - np.sin(2 * t + np.pi / 2)
work = {}
for name, f in (("linear", x), ("quadratic", x**2)):
    work[name] = 2 * (np.fft.fft(f) * np.conj(np.fft.fft(x_dot))).real / 256**2
    assert abs(np.mean(f * x_dot)) < 1e-12
assert np.abs(work["linear"]).max() < 1e-12
assert np.allclose(work["quadratic"][1:3], [0.25, -0.25])
print("bond x = cos t + 0.5 cos(2t + pi/2), force x^2: mean power by harmonic")
print("  first {:+.4f}, second {:+.4f} (reduced)".format(*work["quadratic"][1:3]))

# --- molecular dynamics, harmonic and anharmonic ---
# The allowance covers the finite time step and the finite record length.
ALLOWANCE = 1e-3
theory = np.diff(np.interp(np.minimum(EDGES, 4.0), grid, cumulative))
print("MD: 400 replicas, step 0.05/w0, record {:.1f}/w0 each".format(8192 * 0.2))
for beta, seed in ((0.0, 11), (1.0, 12)):
    bands, heat = run_md(beta, seed)
    avg, err = mean_err(bands)
    gap, gap_err = mean_err(bands[0] - bands[1])
    total, total_err = mean_err(bands.sum(axis=1))
    bath, bath_err = mean_err(heat)
    tot_gap, tot_gap_err = mean_err((bands[0] - bands[1]).sum(axis=0))
    print(f"MD with quartic coefficient {beta:.1f} k/a^2; band currents in eps w0")
    print("band (w0) | after atom 2 +- | after atom 6 +-"
          + (" | Landauer" if beta == 0 else " | difference +-"))
    for b in range(len(EDGES) - 1):
        tail = (f"{theory[b]:.5f}" if beta == 0
                else f"{gap[b]:+.5f} {gap_err[b]:.5f}")
        print(f"  {band_name(b)}  {avg[0, b]:.5f} {err[0, b]:.5f}  "
              f"{avg[1, b]:.5f} {err[1, b]:.5f}  {tail}")
    print(f"  total  {total[0]:.5f} {total_err[0]:.5f}  {total[1]:.5f} "
          f"{total_err[1]:.5f}  hot bath {bath:.5f} {bath_err:.5f}")
    assert abs(tot_gap) < 5 * tot_gap_err + ALLOWANCE
    assert abs(bath - total[0]) < 5 * np.hypot(bath_err, total_err[0]) + 2 * ALLOWANCE
    if beta == 0:
        assert np.all(np.abs(avg - theory) < 5 * err + ALLOWANCE)
        assert np.all(np.abs(gap) < 5 * gap_err + ALLOWANCE)
    else:
        significance = np.max(np.abs(gap) / gap_err)
        assert significance > 5
        print(f"  largest band difference: {significance:.1f} standard errors")

# --- conversion of the harmonic result ---
mass_si, spring_si = 50 * constants.atomic_mass, 20.0
w0 = np.sqrt(spring_si / mass_si)
conductance = constants.k * w0 * J_landauer / DELTA_T
print(f"m = 50 u, k = 20 N/m: w0 = {w0:.4e} rad/s")
print(f"light-chain band top 2 w0/(2 pi) = {w0 / np.pi / 1e12:.3f} THz")
print(f"harmonic conductance = {J_landauer / DELTA_T:.5f} kB w0 "
      f"= {conductance * 1e12:.2f} pW/K")
print("every check passed")
```

Output:

```
chain: 8 atoms, masses (m): [1. 1. 1. 1. 2. 2. 2. 2.]
end friction 1.0 sqrt(k m); kT hot 1.5, cold 0.5 eps
w (w0) | transmission | q from correlation (eps) | q Landauer (eps)
  0.3  0.513503  0.081726  0.081726
  0.6  0.948234  0.150916  0.150916
  0.9  0.886710  0.141124  0.141124
  1.2  0.607968  0.096761  0.096761
  1.6  0.001161  0.000185  0.000185
largest spread of q over all 7 planes: 1.3e-14 eps
J: integral 0.114640, C(0) 0.114640, hot bath 0.114640 eps w0
second-neighbour springs 0.3 k, plane after atom 4, w = 0.6 w0:
  q all pairs 0.043129, nearest only 0.021135, Landauer 0.043129 eps
defect mass 3.0 m; graded baths: 400 atoms a side, top friction 0.1 sqrt(k m)
point baths: end atoms of a 9-atom chain, friction 1 sqrt(k m)
w (w0) | transmission: ideal leads | graded baths | point baths
  0.5  0.78947  0.78947  0.07574
  1.0  0.42857  0.42857  0.20000
  1.5  0.16279  0.16279  0.31530
bond x = cos t + 0.5 cos(2t + pi/2), force x^2: mean power by harmonic
  first +0.2500, second -0.2500 (reduced)
MD: 400 replicas, step 0.05/w0, record 1638.4/w0 each
MD with quartic coefficient 0.0 k/a^2; band currents in eps w0
band (w0) | after atom 2 +- | after atom 6 +- | Landauer
  0.0-0.5  0.00957 0.00017  0.00954 0.00016  0.00950
  0.5-1.0  0.06216 0.00048  0.06216 0.00048  0.06258
  1.0-1.5  0.04264 0.00039  0.04267 0.00039  0.04247
  1.5-2.0  0.00006 0.00007  0.00011 0.00001  0.00008
  2.0-inf  0.00004 0.00002  0.00002 0.00000  0.00000
  total  0.11447 0.00064  0.11451 0.00064  hot bath 0.11448 0.00064
MD with quartic coefficient 1.0 k/a^2; band currents in eps w0
band (w0) | after atom 2 +- | after atom 6 +- | difference +-
  0.0-0.5  0.00704 0.00017  0.00732 0.00017  -0.00027 0.00004
  0.5-1.0  0.02702 0.00031  0.02758 0.00030  -0.00056 0.00014
  1.0-1.5  0.05210 0.00046  0.05362 0.00040  -0.00153 0.00026
  1.5-2.0  0.04125 0.00049  0.04391 0.00041  -0.00266 0.00036
  2.0-inf  0.01020 0.00036  0.00521 0.00018  +0.00498 0.00033
  total  0.13761 0.00073  0.13764 0.00072  hot bath 0.13785 0.00073
  largest band difference: 15.0 standard errors
m = 50 u, k = 20 N/m: w0 = 1.5520e+13 rad/s
light-chain band top 2 w0/(2 pi) = 4.940 THz
harmonic conductance = 0.11464 kB w0 = 24.57 pW/K
every check passed
```
